Why a photon above the bond energy may leave the bond intact

**Q:** A low-k dielectric film is exposed to ultraviolet light from a plasma. One of its bonds has a dissociation energy of 4.03 eV and the photons carry 5.99 eV. The photons have half as much energy again as the bond needs, so each photon that meets such a bond breaks it. The damage is then a matter of counting photons.

**A:** Your energy comparison shows that breaking is allowed. It doesn't say that the photon is absorbed, or what the energy does afterwards. Let us put your numbers into a model and calculate both.

I use Hartree atomic units (ħ = mₑ = e = 1) and a single coordinate x, the bond length minus its equilibrium value. The ground curve is a Morse curve:

V_g(x) = D(1 − e^(−ax))²,  D = 0.15 hartree,  a = 1 bohr⁻¹.

The reduced mass is m = 18000. These are round model values and stand for no particular material. The zero-point energy of the Morse curve is

E₀ = ω₀/2 − ω₀²/(16D) = 0.00203 hartree,  ω₀ = a√(2D/m).

A cold bond therefore needs D₀ = D − E₀ = 0.148 hartree, your 4.03 eV. Your photon has ω = 0.22 hartree. If the photon is the one source of energy, ω ≥ D₀ is a necessary condition for breaking.

**Q:** What else could be required? The energy is there.

**A:** The light must drive a transition to a state that exists at the energy E = E₀ + ω. Suppose that the state reached by light is repulsive:

V_r(x) = D + A e^(−bx),  A = 0.15 hartree,  b = 1.2 bohr⁻¹.

At the equilibrium length this curve lies at D + A = 0.30 hartree. Your photon brings the bond to 0.222 hartree. At that energy, motion on V_r is classically allowed only beyond the point where A e^(−bx) = 0.072 hartree, which is x = 0.61 bohr. The ground-state density, in the harmonic approximation, has a standard deviation of 1/√(2mω₀) = 0.08 bohr. The bond is almost never found that far stretched.

**Q:** "Almost never" is not a cross section. How do you get one?

**A:** From first-order perturbation theory. Take a weak pulse with electric field ε(t) along the transition dipole μ, which I assume not to depend on x. The interaction is −με(t). Let |E⟩ be the states on V_r, normalized so that ⟨E|E′⟩ = δ(E − E′). The amplitude to reach |E⟩ is

c_E = iμ⟨E|0⟩ ∫ε(t)e^(iωt)dt = iμ⟨E|0⟩ ε̃(ω),  ω = E − E₀.

The excitation probability is the integral of |c_E|² over E:

P = ∫dω μ²F(E)|ε̃(ω)|²,  F(E) = |⟨E|0⟩|².

Now count the photons. The pulse carries an energy per area of (c/4π)∫ε²dt. By Parseval's theorem ∫ε²dt = (1/2π)∫|ε̃|²dω over all frequencies. Both signs of frequency contribute equally, so this is (1/π) times the integral over positive ω. The energy per area and frequency is then c|ε̃|²/(4π²), and division by ω gives the number of photons:

N(ω) = c|ε̃(ω)|²/(4π²ω).

The cross section is defined by P = ∫σ(ω)N(ω)dω. Comparing the integrands gives σ = 4π²ωμ²F/c for a dipole along the field. For random orientations the mean of cos²θ is 1/3. With 1/c = α, the fine-structure constant,

σ(ω) = (4π²α/3) ω μ² F(E₀ + ω).

The energy condition decides whether F can be nonzero. The size of F depends on the curves.

**Q:** And for my photon?

**A:** I take μ = 0.5 atomic units and compute F numerically, as I'll explain when we come to relaxation. For comparison I add a photon of 0.30 hartree (8.16 eV), which brings the bond to the height of V_r near equilibrium:

ω = 0.22 hartree: F = 8.2 × 10⁻⁷ hartree⁻¹, σ = 4.3 × 10⁻⁹ bohr²
ω = 0.30 hartree: F = 26.3 hartree⁻¹, σ = 0.190 bohr²

The second cross section is 5.3 × 10⁻¹⁸ cm². The first is only 2.3 × 10⁻⁸ times the second, although both photons exceed D₀. The small value depends strongly on the tails of the model functions, so read it as an order of magnitude for this model.

**Q:** Can I see where 26.3 comes from without the numerical work?

**A:** Approximately. Near the band centre, neglect the kinetic energy on V_r. The equation for the final state becomes [E − V_r(x)]u_E(x) = 0, and its solution is concentrated at the turning point x_t, where V_r(x_t) = E:

u_E(x) = C δ(x − x_t).

The constant follows from the normalization. For two nearby energies,

⟨E|E′⟩ = C² δ(x_t − x_t′) = C²|V_r′(x_t)| δ(E − E′),

because a small step in x_t changes E by V_r′ times that step. Hence C² = 1/|V_r′(x_t)|, and

F ≈ |ψ₀(x_t)|² / |V_r′(x_t)|,

where ψ₀ is the ground vibrational function. For the higher photon, E − D = 0.152 hartree and x_t = −0.011 bohr, close to the middle of ψ₀. The estimate is F = 25.8 hartree⁻¹, 2% below the full value. I wouldn't use it for your photon: there ψ₀(x_t) is a remote tail, and the neglected spread of u_E around x_t matters.

**Q:** Very well, the photon must be absorbed. But with the 0.30 hartree photon the bond lands on a repulsive curve. Now it must break.

**A:** It will if it stays on that curve long enough. In a solid, the electronic excitation may be lost to the surroundings while the atoms are still close. Let this happen at a constant rate Γ, and let the jump to V_g leave position and momentum unchanged, with the electronic energy gap going to the surroundings. Just before the jump the kinetic energy is E − V_r(x). Just after it, the energy on the ground curve is

E_after = V_g(x) + E − V_r(x).

The pair is bound if E_after < D, which means

V_r(x) − V_g(x) > E − D.

Expanding the square in V_g gives the gap:

V_r − V_g = A e^(−bx) + 2D e^(−ax) − D e^(−2ax).

Its derivative is −Ab e^(−bx) − 2Da e^(−ax)(1 − e^(−ax)). For x ≥ 0 both terms are negative or zero. In the short stretch between x_t = −0.011 bohr and zero, the second term is positive but far smaller than the first. The gap therefore shrinks steadily on the way out, and there is one point of no return x_c, where it equals E − D. Solving numerically gives x_c = 0.871 bohr. The three terms are then 0.0527 + 0.1256 − 0.0263 = 0.152 hartree, as required.

A jump before x_c leaves a vibrating but bound pair. A jump after x_c leaves a pair that still flies apart, now on the ground curve.

**Q:** So there is a race to 0.871 bohr. How long does the bond take?

**A:** It starts at rest at x_t. Write y = x − x_t. Since A e^(−b x_t) = E − D, the energy equation is

½m(dy/dt)² = E − V_r = (E − D)(1 − e^(−by)).

Separating the variables gives

t_c = √(m/[2(E − D)]) ∫₀^Y dy/√(1 − e^(−by)),  Y = x_c − x_t.

Substitute cosh u = e^(by/2). Differentiation gives sinh u du = (b/2)cosh u dy, so dy = (2/b)tanh u du. The square root is √(1 − 1/cosh²u) = tanh u. The two factors of tanh u cancel:

t_c = (2/b) √(m/[2(E − D)]) arccosh(e^(bY/2)).

With Y = 0.882 bohr, the factor in front is 405.5 and the arccosh is 1.122, so t_c = 455 atomic units, or 11.0 fs.

The probability S of still being on V_r obeys dS/dt = −ΓS. The fraction that reaches x_c is therefore

S(t_c) = e^(−Γt_c).

I choose Γ = 0.002 atomic units, a relaxation time of 12.1 fs. Then S = 0.403. More than half of the bonds that start on the repulsive curve are caught before the point of no return.

**Q:** You chose a very fast relaxation to get that.

**A:** I did, and the formula shows how much depends on it. If 1/Γ is much longer than 11 fs, S approaches one, and absorption into this state nearly always breaks the bond. If 1/Γ is much shorter, S approaches zero. Heavier fragments lose more often: at fixed E and fixed curves, t_c grows as √m. For this kind of state, your claim is a good approximation once the photon has been absorbed, provided that relaxation is slow compared with t_c and that the fragments don't recombine afterwards.

**Q:** You treat the atoms as classical particles here. Does a wave calculation agree?

**A:** Let weak, steady light feed the state ψ₀ into the repulsive curve. Apart from a constant factor, the excited wave χ obeys

(E − H + iΓ(x)/2) χ = ψ₀,

where H contains V_r, and Γ(x) equals Γ for x < x_c and zero beyond. Multiply by χ*, integrate, and take the imaginary part. The potential and E give real terms. One integration by parts of the kinetic term leaves (1/2m)Im(χ*χ′) at the outer end, which is J/2, with J the outgoing flux. Hence

J + ∫Γ|χ|²dx = 2 Im∫χ*ψ₀ dx.

The left side is bonds broken plus excitations lost; the right side is total absorption. Without loss, expand χ in the states |E′⟩. The coefficients are ⟨E′|0⟩/(E − E′ + i0), and the imaginary part of the integral is πF(E). So J = 2πF, which is how I obtained F above: by finite differences on a grid, with an outgoing wave at the outer edge.

For the 0.30 hartree photon, switching on Γ multiplies the outgoing flux by 0.403, in agreement with e^(−Γt_c) to the digits that matter.

**Q:** Then the yield per absorbed photon is 0.403?

**A:** Nearly. The yield Φ is the outgoing flux divided by the total absorption, and the absorption has changed too: with relaxation, σ = 0.180 bohr² instead of 0.190. So

Φ = 0.1895 × 0.4033/0.1799 = 0.425.

To see why σ can fall, suppose the loss acted at every x. Then E − E′ + i0 would become E − E′ + iΓ/2, and F would be replaced by its average over a Lorentzian of full width Γ. Near the top of an absorption band, an average lies below the peak. Our loss stops at x_c, so for the present case I offer this as the likely explanation.

The same average warns against using a constant Γ for your 0.22 hartree photon. A Lorentzian falls off slowly, and its wing would outweigh the true F there. For that photon I keep the value without relaxation.

**Q:** Suppose the film does absorb near 0.22 hartree. Would I be right then?

**A:** That depends on the state that absorbs. Consider a second version of the bond, in which light reaches a bound excited state and V_r is dark:

V_b(x) = T_b + D_b(1 − e^(−(x − x_b)))²,

with T_b = 0.22 hartree, D_b = 0.10 hartree and x_b = 0.20 bohr; the exponent has a range parameter of 1 bohr⁻¹. A constant coupling W = 5 × 10⁻⁴ hartree connects it to V_r. The bond can break by crossing from V_b to V_r. Meanwhile the excitation is lost at a rate k_r = 10⁻⁵ atomic units, and I assume that each loss leaves too little energy to break the bond.

**Q:** How fast is the crossing?

**A:** Start in the vibrational level v of V_b. To first order in W, the amplitude in |E⟩ after time t is

c_E(t) = −iW⟨E|v⟩ ∫₀ᵗ e^(iΔt′)dt′,  Δ = E − E_v,

and therefore

|c_E|² = W²|⟨E|v⟩|² sin²(Δt/2)/(Δ/2)².

As t grows, the last factor becomes a narrow peak at Δ = 0 with area 2πt. If the overlap varies little across the peak, integration over E gives a probability proportional to t, with the rate

k_d = 2πW²|⟨E_v|v⟩|².

Here ⟨E_v| is the repulsive state at the energy of the level. The time must be long enough for a narrow peak and short compared with 1/k_d.

The population then obeys dP/dt = −(k_d + k_r)P, so P = e^(−(k_d + k_r)t). The fraction that breaks is

Φ = ∫₀^∞ k_d P dt = k_d/(k_d + k_r).

With the overlaps computed numerically, two levels give:

v = 0: ω = 0.2196 hartree, k_d = 3.0 × 10⁻⁸, Φ = 0.0030
v = 2: ω = 0.2261 hartree, k_d = 1.52 × 10⁻⁵, Φ = 0.60

The rates are in atomic units. A driven-wave calculation with both curves coupled gives 0.0031 and 0.60.

**Q:** The photon energies differ by only 3%, yet the yield changes by a factor of 200. Why?

**A:** Look at where each curve permits classical motion. At the energy of v = 0, motion on V_b ends at x = 0.34 bohr, and motion on V_r begins at 0.62 bohr. The overlap has to come from the tails of the two functions. At the energy of v = 2, the corresponding points are 0.536 and 0.543 bohr, so the allowed regions almost touch. The system need hardly tunnel.

Both photons exceed D₀ by about half, and both can be absorbed. For v = 0, about three absorbed photons in a thousand break the bond. The excess over D₀ doesn't predict that number. If k_r were far below 3 × 10⁻⁸, even v = 0 would nearly always dissociate: a slow route is enough when nothing competes with it.

**Q:** There is still a gap in your argument. If the excited state returns to the ground curve, the energy could become vibration. Then the bond has more than D₀ and breaks anyway.

**A:** That is a real exception to the simple picture, and it is why I specified where the energy goes. If all of it stays in that one stretching motion, the bond does come apart on the ground curve. Relaxation protects the bond only by taking energy out of it.

With other vibrations nearby, the energy spreads. Count the ways to share N equal quanta among s modes: arrange N quanta and s − 1 dividers in a row, which gives C(N + s − 1, s − 1) arrangements, where C is the binomial coefficient. To have at least q quanta in a named mode, put q there first and share the remaining N − q freely. The fraction of such arrangements is

f = C(N − q + s − 1, s − 1)/C(N + s − 1, s − 1).

Take N = 9 and q = 6, so the available energy is 1.5 times the need, close to your photon's ratio of 1.49. For ten modes, f = 220/48620 = 0.0045. For one mode, f = 1. The size of the quantum matters too. Six quanta for 4.03 eV means 0.67 eV each, whereas our model bond vibrates with quanta of about 0.11 eV. With N = 54 and q = 36 the quanta have about that size and the energy ratio is unchanged, but ten modes now give f = 0.0002.

This f is not a yield. The energy is redistributed repeatedly, so the bond gets many chances until the group of modes cools. A yield needs the redistribution and cooling rates, which this count does not contain.

**Q:** Then what should I calculate for a film, in place of the number of photons above D₀?

**A:** Multiply two fractions. A layer of thickness dz with n bonds per volume removes a fraction nσdz of the light, so dI/dz = −nσI. Over a thickness L the absorbed fraction is 1 − e^(−nσL). Each absorbed photon breaks a bond with probability Φ:

broken bonds per incident photon = (1 − e^(−nσL)) Φ.

This assumes independent bonds, weak light, and no reflection, interference or local-field correction. It also assumes that nothing else in the film absorbs these photons and that the fragments, once separated, stay apart. In a real solid, neighbouring atoms can stop the fragments and let them recombine, which lowers the yield. Under these assumptions the result reduces to nσLΦ in a thin film and approaches Φ in a very thick one.

Return to the first version of the bond, with n = 0.002 bohr⁻³ and L = 2000 bohr (106 nm). For the 0.30 hartree photon,

nσL = 0.002 × 0.1799 × 2000 = 0.720,
1 − e^(−0.720) = 0.513,
0.513 × 0.425 = 0.22.

About one incident photon in five breaks a bond. For your 0.22 hartree photon, nσL is 1.7 × 10⁻⁸. Since Φ cannot exceed one, this is also an upper limit on the bonds broken per photon in this model, as long as every bond starts in its lowest vibrational level. A real film is warmer than that. A vibrating bond reaches larger x, and even at room temperature the few excited bonds of this model absorb more of your light than all the cold ones together.

**Q:** If I saw damage at 0.22 hartree in a real film, would that refute you?

**A:** No. It would tell you that absorption by a cold bond of the first version is probably not the main route. A bound state might absorb, as in the second version. Another part of the film might absorb and pass energy or charge to the bond. The bond might be strained or hot, or the dose so large that a tiny probability matters. To begin telling these apart, you need at least the absorption spectrum and the number of bonds broken per absorbed photon. The bond energy tells you which photons have enough energy to break a cold bond on their own; it supplies neither of those two quantities.
